# Binding energy of a hydrogenic donor at a hard-wall film surface

**Q:** I have an oxide film with shallow donors, and some of them must sit right at the surface. Deep inside, I would treat a donor as a scaled hydrogen atom. What binding energy should I expect for one at the surface?

**A:** Take the simplest model first. The electron has an isotropic effective mass $m$ and lives in $z>0$, in a medium of static relative permittivity $\varepsilon$. The film is thick compared with the donor orbit, so for now it has one surface. That surface is a hard wall, which means $\psi=0$ at $z=0$. The donor, a fixed charge $+e$, sits at the origin, on the wall. Image charges are left out. Energies are counted from the conduction band edge. With $C=e^2/(4\pi\varepsilon_0\varepsilon)$,

$$H=-\frac{\hbar^2}{2m}\nabla^2-\frac{C}{r}.$$

The bulk problem sets the scales

$$a=\frac{\hbar^2}{mC},\qquad R=\frac{mC^2}{2\hbar^2}=\frac{\hbar^2}{2ma^2}=\frac{C}{2a}.$$

To see this, try $g=e^{-\kappa r}$. Its Laplacian is $g''+2g'/r=(\kappa^2-2\kappa/r)\,g$. The $1/r$ terms in $Hg$ cancel if $\hbar^2\kappa/m=C$, so $\kappa=1/a$, and what remains is $E=-\hbar^2\kappa^2/2m=-R$. This is the bulk donor.

At the surface $g$ is not allowed, because it does not vanish on the wall. The simplest function that does is $\varphi=z\,e^{-\kappa r}=zg$. Since $\nabla^2 z=0$ and $\partial_z g=-\kappa(z/r)g$,

$$\nabla^2\varphi=z\nabla^2g+2\,\partial_zg=\left(\kappa^2-\frac{2\kappa}{r}-\frac{2\kappa}{r}\right)\varphi=\left(\kappa^2-\frac{4\kappa}{r}\right)\varphi .$$

The $1/r$ terms now cancel if $2\hbar^2\kappa/m=C$, so $\kappa=1/(2a)$ and

$$E=-\frac{\hbar^2\kappa^2}{2m}=-\frac{\hbar^2}{8ma^2}=-\frac{R}{4}.$$

The surface donor binds with a quarter of the bulk energy.

**Q:** You guessed a function and it worked. How do I know that no other state lies lower?

**A:** Because $\varphi$ is positive everywhere inside the film. Write any allowed real state as $\psi=f\varphi$; for a complex state, treat the real and imaginary parts separately. Then

$$|\nabla\psi|^2=\varphi^2|\nabla f|^2+2f\varphi\,\nabla f\cdot\nabla\varphi+f^2|\nabla\varphi|^2=\varphi^2|\nabla f|^2+\nabla\varphi\cdot\nabla(f^2\varphi).$$

Integrate the last term by parts. The surface term contains $f^2\varphi=f\psi$. It vanishes on the wall, where $\psi=0$ and $f$ stays finite, and it vanishes far away for a bound state. The remainder is $-\int f^2\varphi\,\nabla^2\varphi\,d^3r$, and the equation for $\varphi$ gives $-(\hbar^2/2m)\nabla^2\varphi=(C/r-R/4)\varphi$. Hence

$$\langle\psi|H|\psi\rangle=\frac{\hbar^2}{2m}\int\varphi^2|\nabla f|^2d^3r+\int\left(\frac{C}{r}-\frac{R}{4}\right)\psi^2d^3r-\int\frac{C}{r}\psi^2d^3r .$$

The Coulomb terms cancel, leaving

$$\langle\psi|H|\psi\rangle+\frac{R}{4}\langle\psi|\psi\rangle=\frac{\hbar^2}{2m}\int\varphi^2|\nabla f|^2\,d^3r\ \ge 0 .$$

No state lies below $-R/4$, and equality requires constant $f$.

Reflection gives the rest of the series. Extend a half-space state to $z<0$ by $\psi(x,y,-z)=-\psi(x,y,z)$. The potential is even in $z$, so the result is a bulk hydrogenic state that is odd in $z$. Reflection multiplies a state with quantum numbers $l,m_l$ by $(-1)^{l+m_l}$, so $l+m_l$ must be odd. This excludes $n=1$, which has $l=m_l=0$. It admits the $2p$ state with $m_l=0$, which is $\varphi$. The levels are $-R/n^2$ with $n\ge2$.

**Q:** I still lack a feeling for the quarter. The electron lost half of its space, so why not a half?

**A:** Compare the two shapes at the same decay constant $\kappa$. Their mean inverse distances follow from $\int_0^\infty r^ne^{-2\kappa r}dr=n!/(2\kappa)^{n+1}$. For $z\,e^{-\kappa r}$ the density carries an extra $r^2\cos^2\theta$, whose angular part cancels in the ratio:

$$\left\langle\frac1r\right\rangle_{g}=\frac{\int r\,e^{-2\kappa r}dr}{\int r^2e^{-2\kappa r}dr}=\kappa,\qquad
\left\langle\frac1r\right\rangle_{\varphi}=\frac{\int r^3e^{-2\kappa r}dr}{\int r^4e^{-2\kappa r}dr}=\frac{\kappa}{2}.$$

The Laplacians found above give the kinetic parts:

$$\langle-\nabla^2\rangle_g=-\kappa^2+2\kappa\cdot\kappa=\kappa^2,\qquad \langle-\nabla^2\rangle_\varphi=-\kappa^2+4\kappa\cdot\frac{\kappa}{2}=\kappa^2 .$$

So the kinetic cost is the same, but the node holds the electron away from the donor and halves the Coulomb pull. With $s=1$ for the bulk shape and $s=\tfrac12$ for the surface shape,

$$E(\kappa)=\frac{\hbar^2\kappa^2}{2m}-sC\kappa .$$

Setting the derivative to zero gives $\kappa=smC/\hbar^2=s/a$, and then $E=-s^2R$. A weaker pull also makes the best orbit larger, so the halving enters twice.

**Q:** Is it really the node, then, and not the missing half of space?

**A:** Keep the half-space and the charge, and replace $\psi=0$ by zero slope, $\partial_z\psi=0$. The bulk function satisfies this, since $\partial_zg=-\kappa(z/r)g$ vanishes at $z=0$, so its energy $-R$ returns. The positivity argument applies again, with the surface term now killed by the zero slope, so this is the lowest state.

I also diagonalized $H$ numerically on a finite-volume grid in the cylindrical coordinates $\rho,z$, without putting in the hydrogenic solutions. The lowest level was $-0.2501\,R$ with the hard wall and $-1.0003\,R$ with the zero-slope wall. I will call later results of this method grid values.

**Q:** Put in numbers for amorphous indium gallium zinc oxide.

**A:** Rough typical values are $m=0.34\,m_0$, with $m_0$ the free-electron mass, and $\varepsilon=10$. The definitions give $a=1.56$ nm and $R=46.3$ meV, so the surface donor binds with $46.3/4=11.6$ meV, or 0.0116 eV.

The state is large. With $2\kappa=1/a$,

$$\langle r\rangle=\frac{5!\,a^6}{4!\,a^5}=5a=7.8\ \text{nm}.$$

The mean of $\cos\theta$ with weight $\cos^2\theta$ is $(1/4)/(1/3)=3/4$, so $\langle z\rangle=15a/4=5.8$ nm.

In a film of thickness $L$ with a second hard wall, a free electron starts at the lowest subband edge, $\hbar^2\pi^2/(2mL^2)=R(\pi a/L)^2$, and binding should be counted from there. For $L=50$ nm the edge is at 0.44 meV. The grid level stays at $-11.6$ meV, so the binding is 12.0 meV.

For $L=5$ nm, less than the mean height $\langle z\rangle$ just found, the thick-film result fails. The edge is at 44.2 meV and the donor level at $+12.7$ meV, which makes the binding 31.6 meV. The gain comes from the Coulomb energy. The second wall presses the electron towards the donor: its mean height falls from 5.8 to 2.4 nm, and its mean Coulomb energy goes from $-23.1$ to $-43.1$ meV. The kinetic energy counted from the subband edge hardly changes. It is about 11 meV in the 50 nm film and 11.6 meV in the 5 nm film, because a lower vertical cost is offset by a tighter in-plane orbit.

**Q:** My film borders on vacuum or on a gate oxide. May I really drop the image charges?

**A:** Only if the permittivities nearly match. Let the outer medium have permittivity $\varepsilon_{\rm out}$ and define

$$q=\frac{\varepsilon-\varepsilon_{\rm out}}{\varepsilon+\varepsilon_{\rm out}} .$$

Seen from inside, a charge at height $z$ has an image $q$ times as large at $-z$. Seen from outside, the charge stays at $z$ but appears $1+q$ times as large, with both potentials written as in a uniform medium of permittivity $\varepsilon$. Points on the interface are equally far from the charge and its image, so the two potentials agree there. The local permittivity times $\partial_z$ of the potential is continuous too, because $\varepsilon(1-q)=\varepsilon_{\rm out}(1+q)$. There are two effects. The donor and its image coincide at the wall, so the attraction becomes $-(1+q)C/r$. The electron is also pushed by its own image, a distance $2z$ away, with force $qC/(2z)^2$. The work needed to bring it in from far away is

$$\int_z^\infty\frac{qC}{4z'^2}\,dz'=\frac{qC}{4z}.$$

To first order in $q$ we average over $\varphi$ with $\kappa=1/(2a)$. Then $\langle1/r\rangle=\kappa/2=1/(4a)$. The mean of $1/\cos\theta$ with weight $\cos^2\theta$ is $(1/2)/(1/3)=3/2$, so $\langle1/z\rangle=3/(8a)$. With $C=2aR$,

$$\Delta E=-\frac{qC}{4a}+\frac{qC}{4}\cdot\frac{3}{8a}=-\frac{5qC}{32a}=-\frac{5}{16}\,qR .$$

Against vacuum $q=9/11=0.82$, and this shift is $-0.26R$, as large as the original binding. First order is then too crude; the grid value of the binding is 26.7 meV. Against silicon dioxide, with $\varepsilon_{\rm out}=3.9$ and $q=0.44$, it is 18.9 meV. Both values keep the hard wall and the thick film. A gate oxide with a higher permittivity than the film makes $q$ negative and weakens the binding: for $\varepsilon_{\rm out}=20$ the same model gives only about 7 meV. The quarter is therefore a result for $q=0$, not a good estimate for a free surface.

**Q:** And how exactly must the donor sit on the wall?

**A:** Move it in by a small depth $d$, again without images. The potential changes by $-Cdz/r^3$ to first order. With density proportional to $r^2\cos^2\theta\,e^{-r/a}$,

$$\left\langle\frac{z}{r^3}\right\rangle=\frac34\cdot\frac{\int r^2e^{-r/a}dr}{\int r^4e^{-r/a}dr}=\frac34\cdot\frac{2a^3}{24a^5}=\frac{1}{16a^2},
\qquad \Delta E=-\frac{Cd}{16a^2}=-\frac{d}{8a}R .$$

For $d=0.3$ nm this adds 1.1 meV, giving 12.7 meV; the grid value is 12.9 meV. At larger depths the linear law fails. The grid gives 19.6 meV at 1 nm, 42.2 meV at 3 nm and the bulk 46.3 meV at 10 nm. Two orbit radii of depth thus restore about nine tenths of the bulk binding.

A real barrier of finite height $V$ acts much like a small depth. Outside, with the free-electron mass, $\psi\propto e^{\kappa_bz}$ and $\kappa_b=\sqrt{2m_0V}/\hbar$, because the binding energy is tiny beside $V$. Continuity of $\psi$ and of $\partial_z\psi$ divided by the mass gives, just inside,

$$\psi(0)=\lambda\,\partial_z\psi(0),\qquad \lambda=\frac{m_0}{m\,\kappa_b}.$$

Extrapolated linearly, $\psi$ reaches zero at $z=-\lambda$. To leading order the wall has moved out by $\lambda$, which leaves the donor at depth $\lambda$. For a rough $V=4$ eV, $\lambda=0.29$ nm, and the grid binding with this wall condition is 12.8 meV.

**Q:** Would I see an 11.6 meV level in a transistor channel?

**A:** I would not expect a clean one. The mass and permittivity are in the usual range for this oxide, and 50 nm is a realistic thick channel, but several assumptions break. Silicon dioxide or vacuum outside raises the model's binding to 18.9 or 26.7 meV, a high-permittivity gate oxide lowers it, and thinning the film to 5 nm without images raises it to 31.6 meV. At 300 K the thermal energy is 25.9 meV, so a level at 11.6 meV would be largely ionized at low donor density. Potential fluctuations in the amorphous network may be of order 30 meV, a rough figure but 2.6 times the binding.

Neighbours matter as well. Donors spaced by $2\langle r\rangle=15.6$ nm on a square lattice have a sheet density of $1/(15.6\ \text{nm})^2=4\times10^{11}\ \text{cm}^{-2}$, and near or above that density the isolated-donor picture is doubtful. The model also omits the short-range potential of a real defect, which can make it a deep level instead. It assumes flat bands as well: a normal field of only $2\times10^4$ V/cm across the mean height of 5.8 nm already amounts to 11.6 meV, so gate bias or surface band bending can outweigh the binding.

Finally, a static $\varepsilon$ assumes that the lattice follows the electron. With a rough phonon energy of 50 meV, that is more plausible for the 11.6 meV surface state than for the 46.3 meV bulk state. Even with matched permittivities, the measured ratio of the two energies need not be one quarter.

All numerical values are calculated from the stated model.
